# Recursive Green Functions for the Conductance of a Square-Lattice Constriction: a numerical check

```python
"""Recursive Green functions for a constriction on a square lattice.

Result under test: T(E) = Tr[Gamma G_1L Gamma G_1L^dagger], with G_1L built
slice by slice, is the integer number of open modes for a uniform strip and
equals the full-matrix-inversion result for a necked strip.
Symbols: a lattice spacing (nm), t hopping (eV), E energy (eV) from the
continuum band bottom, U extra site energy (eV), N rows in a lead,
Sigma lead self-energy, Gamma = i(Sigma - Sigma^dagger), G0 = 2e^2/h.
A strip is a list of slices, each a pair (open row indices, U on those rows).
"""
import numpy as np
from scipy import constants as sc
from scipy.special import jn_zeros

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m_e), eV nm^2
G0 = 2 * sc.e**2 / sc.h
HALF_LEAD, HALF_STRAIGHT, HALF_LENGTH = 1.4, 0.7, 2.0   # nm


def hopping(a, mass=1.0):
    return KIN / (mass * a**2)


def make_strip(a, neck, wall=None, potential=None):
    """Hard walls if wall is None, otherwise oxide sites at energy wall."""
    n = round(HALF_LENGTH / a)
    h = round(HALF_LEAD / a) - 1
    y = a * np.arange(-h, h + 1)
    slices = []
    for x in a * np.arange(-n, n + 1):
        w = min(HALF_LEAD, neck / 2 + max(0.0, abs(x) - HALF_STRAIGHT))
        inside = np.abs(y) < w - 1e-9
        if wall is None:
            rows = np.where(inside)[0]
            u = np.zeros(len(rows))
        else:
            rows = np.arange(len(y))
            # a site exactly on the interface gets the mean energy
            edge = np.abs(y) < w + 1e-9
            u = wall * np.where(inside, 0.0, np.where(edge, 0.5, 1.0))
        if potential is not None:
            u = u + potential(x, y[rows], w)
        slices.append((rows, u))
    return slices


def slice_hamiltonian(rows, u, t):
    near = np.abs(rows[:, None] - rows[None, :]) == 1
    return -t * near + np.diag(4 * t + u)


def lead_modes(E, N, t):
    """Transverse modes, Bloch factors exp(ik), and open-mode mask."""
    n = np.arange(1, N + 1)
    chi = np.sqrt(2 / (N + 1)) * np.sin(np.pi * np.outer(n, n) / (N + 1))
    eps = 4 * t - 2 * t * np.cos(np.pi * n / (N + 1))
    c = (eps - E) / (2 * t)
    is_open = np.abs(c) < 1
    root = np.sqrt(np.abs(1 - c**2))
    factor = np.where(is_open, c + 1j * root, c - np.sign(c) * root)
    return chi, eps, factor, is_open


def lead_self_energy(E, N, t):
    chi, _, factor, _ = lead_modes(E, N, t)
    return (chi * (-t * factor)) @ chi.T


def recursive_transmission(E, slices, t):
    sigma = lead_self_energy(E, len(slices[0][0]), t)
    gamma = 1j * (sigma - sigma.conj().T)
    last = len(slices) - 1
    G = G1 = V = previous = None
    for i, (rows, u) in enumerate(slices):
        A = E * np.eye(len(rows)) - slice_hamiltonian(rows, u, t) + 0j
        if i == 0:
            A -= sigma
        else:
            V = -t * (previous[:, None] == rows[None, :])
            A -= V.T @ G @ V
        if i == last:
            A -= sigma
        G = np.linalg.inv(A)
        G1 = G if i == 0 else G1 @ V @ G
        previous = rows
    return np.trace(gamma @ G1 @ gamma @ G1.conj().T).real


def full_hamiltonian(slices, t):
    """Whole matrix from site coordinates and nearest-neighbour distance."""
    col = np.concatenate([np.full(len(r), i)
                          for i, (r, _) in enumerate(slices)])
    row = np.concatenate([r for r, _ in slices])
    u = np.concatenate([v for _, v in slices])
    distance = (np.abs(col[:, None] - col[None, :])
                + np.abs(row[:, None] - row[None, :]))
    return -t * (distance == 1) + np.diag(4 * t + u)


def inversion_transmission(E, slices, t):
    N = len(slices[0][0])
    H = full_hamiltonian(slices, t)
    sigma = lead_self_energy(E, N, t)
    gamma = 1j * (sigma - sigma.conj().T)
    A = E * np.eye(len(H)) - H + 0j
    A[:N, :N] -= sigma
    A[-N:, -N:] -= sigma
    G1 = np.linalg.inv(A)[:N, -N:]
    return np.trace(gamma @ G1 @ gamma @ G1.conj().T).real


def wave_matching(E, slices, t):
    """Flux-normalised transmission and reflection amplitudes from waves."""
    N = len(slices[0][0])
    H = full_hamiltonian(slices, t)
    s = len(H)
    chi, _, factor, is_open = lead_modes(E, N, t)
    M = np.zeros((s + 2 * N, s + 2 * N), complex)
    M[:N, :N] = np.diag(-t / factor)
    M[:N, N:2 * N] = t * chi.T
    M[N:N + s, N:N + s] = E * np.eye(s) - H
    M[N:2 * N, :N] += t * chi
    M[s:s + N, N + s:] += t * chi
    M[N + s:, N + s:] = np.diag(-t / factor)
    M[N + s:, s:s + N] = t * chi.T
    incoming = np.where(is_open)[0]
    rhs = np.zeros((s + 2 * N, len(incoming)), complex)
    for j, m in enumerate(incoming):
        rhs[m, j] = t * factor[m]
        rhs[N:2 * N, j] = -t * chi[:, m]
    sol = np.linalg.solve(M, rhs)
    v = np.sqrt(factor[incoming].imag)
    scale = v[:, None] / v[None, :]
    return sol[N + s:][incoming] * scale, sol[:N][incoming] * scale


def bloch_count(E, N, t):
    """Right-moving modes: crossings of diagonalised Bloch bands with E."""
    H0 = slice_hamiltonian(np.arange(N), np.zeros(N), t)
    k = np.linspace(0, np.pi, 41)
    bands = np.linalg.eigvalsh(
        H0[None] - 2 * t * np.cos(k)[:, None, None] * np.eye(N)[None])
    return int(np.sum((bands[1:] > E) != (bands[:-1] > E)))


a, EF, neck, barrier = 0.1, 1.0, 1.0, 3.0
t = hopping(a)
strip = make_strip(a, neck)
N, L = len(strip[0][0]), len(strip)

# Hopping in atomic units, converted to eV.
bohr = sc.physical_constants['Bohr radius'][0] * 1e9
hartree = sc.physical_constants['Hartree energy in eV'][0]
assert abs(t - hartree / (2 * (a / bohr)**2)) < 1e-7 * t

# Lead modes against diagonalisation, self-energy against decimation.
H0 = slice_hamiltonian(np.arange(N), np.zeros(N), t)
lead_eps = lead_modes(EF, N, t)[1]
assert np.allclose(np.linalg.eigvalsh(H0), lead_eps, atol=1e-10)
surface, bulk = H0.astype(complex), H0.astype(complex)
alpha = -t * np.eye(N, dtype=complex)
beta = alpha.copy()
z = (EF + 1e-5j) * np.eye(N)   # small damping sets the tolerance below
for _ in range(40):
    g = np.linalg.inv(z - bulk)
    surface = surface + alpha @ g @ beta
    bulk = bulk + alpha @ g @ beta + beta @ g @ alpha
    alpha, beta = alpha @ g @ alpha, beta @ g @ beta
decimated = t**2 * np.linalg.inv(z - surface)
lead_error = np.max(np.abs(decimated - lead_self_energy(EF, N, t))) / t
assert lead_error < 1e-4

# One impurity in a chain: recursion against the closed formula.
E_chain, U_chain = 12.0, 5.0
chain = [(np.array([0]), np.array([U_chain]))]
T_chain = recursive_transmission(E_chain, chain, t)
sin_k = np.sqrt(1 - ((4 * t - E_chain) / (2 * t))**2)
assert abs(T_chain - 1 / (1 + (U_chain / (2 * t * sin_k))**2)) < 1e-12

# Uniform strip: integers over the whole band.
uniform = make_strip(a, 2 * HALF_LEAD)
rng = np.random.default_rng(7)
uniform_error = 0.0
for E in np.append(rng.uniform(0.1, 8 * t - 0.1, 50), EF):
    difference = recursive_transmission(E, uniform, t) - bloch_count(E, N, t)
    uniform_error = max(uniform_error, abs(difference))
assert uniform_error < 1e-7

# Necked strips: recursion against inversion of the whole matrix.
soft = make_strip(a, neck, wall=EF + barrier)
disordered = [(r, u + rng.uniform(-0.5, 0.5, len(r))) for r, u in strip]
cases = [(0.5, strip), (EF, strip), (1.8, strip), (EF, soft),
         (EF, disordered), (EF, make_strip(a, 0.4))]
inversion_error = 0.0
for E, s in cases:
    T_rec, T_inv = recursive_transmission(E, s, t), inversion_transmission(E, s, t)
    inversion_error = max(inversion_error, abs(T_rec / T_inv - 1))
assert inversion_error < 1e-6

# Trace formula and flux conservation against wave matching.
for s in (disordered, strip):
    tau, ref = wave_matching(EF, s, t)
    T_wave, R_wave = np.sum(np.abs(tau)**2), np.sum(np.abs(ref)**2)
    assert abs(T_wave - recursive_transmission(EF, s, t)) < 1e-8
    assert abs(T_wave + R_wave - bloch_count(EF, N, t)) < 1e-8
channels = np.linalg.svd(tau, compute_uv=False)**2

T_main = recursive_transmission(EF, strip, t)
T_full = inversion_transmission(EF, strip, t)
neck_rows = strip[L // 2][0]
neck_edges = np.linalg.eigvalsh(
    slice_hamiltonian(neck_rows, np.zeros(len(neck_rows)), t)) - 2 * t

print(f"hopping t at a = {a} nm: {t:.4f} eV")
print(f"lead rows N = {N}, slices L = {L}, neck rows = {len(neck_rows)}")
print(f"sites in full matrix: {sum(len(r) for r, _ in strip)}")
print(f"lead width {2*HALF_LEAD:.1f} nm, neck width {neck:.1f} nm")
print(f"straight neck length {2*HALF_STRAIGHT:.1f} nm")
print(f"Fermi energy {EF:.1f} eV, oxide barrier above it {barrier:.1f} eV")
print("lead thresholds 1-5 (eV):", np.round(lead_eps[:5] - 2 * t, 4))
print("neck thresholds 1-3 (eV):", np.round(neck_edges[:3], 4))
print(f"lead self-energy, largest error / t: {lead_error:.1e}")
print(f"chain check: E = {E_chain} eV, U = {U_chain} eV, T = {T_chain:.6f}")
for E in (0.3, 1.0, 2.0, 15.0, 29.5):
    print(f"uniform strip, E = {E:4.1f} eV: T = "
          f"{recursive_transmission(E, uniform, t):.8f}, "
          f"modes = {bloch_count(E, N, t)}")
print(f"uniform strip, largest deviation from integer: {uniform_error:.1e}")
print(f"neck T by recursion:      {T_main:.10f}")
print(f"neck T by full inversion: {T_full:.10f}")
print(f"largest relative difference, six necks: {inversion_error:.1e}")
print(f"wave matching: T = {T_wave:.6f}, R = {R_wave:.6f}")
print("transmission eigenvalues:", " ".join(f"{c:.3e}" for c in channels))
print(f"G0 = {G0*1e6:.4f} microsiemens")
print(f"neck conductance = {T_main*G0*1e6:.3f} microsiemens")
for E in (0.3, 0.5, 0.7, 1.3, 1.8, 2.5):
    print(f"neck, E = {E:.1f} eV: T = {recursive_transmission(E, strip, t):.5f}")
for width in (0.4, 0.6, 0.8, 1.0, 1.2, 1.4):
    hard_T = recursive_transmission(EF, make_strip(a, width), t)
    soft_T = recursive_transmission(
        EF, make_strip(a, width, wall=EF + barrier), t)
    print(f"neck {width:.1f} nm: T hard = {hard_T:.4e}, "
          f"T oxide walls = {soft_T:.4e}")

# Lattice refinement at fixed geometry.
T_fine = [recursive_transmission(EF, make_strip(b, neck), hopping(b))
          for b in (0.05, 0.025)]
assert abs(T_fine[1] - T_fine[0]) < 0.02
print(f"finer lattice: T(0.05 nm) = {T_fine[0]:.5f}, "
      f"T(0.025 nm) = {T_fine[1]:.5f}")

# Circular section: Bessel threshold checked by radial diagonalisation.
j01 = jn_zeros(0, 1)[0]
R, cells = neck / 2, 300
h = R / (cells + 0.5)
r = (np.arange(cells) + 0.5) * h
off = -(r[:-1] + h / 2) / (h**2 * np.sqrt(r[:-1] * r[1:]))
radial = np.diag(np.full(cells, 2 / h**2)) + np.diag(off, 1) + np.diag(off, -1)
round_edge = KIN * (j01 / R)**2
assert abs(KIN * np.linalg.eigvalsh(radial)[0] / round_edge - 1) < 1e-3


def extra_confinement(w):
    return KIN * ((j01 / w)**2 - (np.pi / (2 * w))**2)


lead_shift = extra_confinement(HALF_LEAD)
round_strip = make_strip(
    a, neck, potential=lambda x, y, w: extra_confinement(w) - lead_shift)
T_round = recursive_transmission(EF - lead_shift, round_strip, t)
print(f"circular neck, continuum threshold: {round_edge:.4f} eV")
print(f"circular neck, adiabatic estimate: T = {T_round:.5f}")
T_light = recursive_transmission(EF, strip, hopping(a, 0.5))
print(f"effective mass 0.5 m_e: T = {T_light:.5f}")

# Electron trapped in the oxide beside the neck.
permittivity, trap_y = 3.9, 1.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e9   # eV nm
print(f"trap {trap_y:.1f} nm from axis, relative permittivity {permittivity}: "
      f"bare shift on axis {coulomb/trap_y:.4f} eV")
for name, length in (("bare", np.inf), ("screened over 1 nm", 1.0)):
    def trap(x, y, w, length=length):
        d = np.hypot(x, y - trap_y)
        return coulomb / d * np.exp(-d / length)
    T_trap = recursive_transmission(EF, make_strip(a, neck, potential=trap), t)
    print(f"trapped electron, {name}: T = {T_trap:.5f}")

# Thermal smearing and a read window, both with the zero-bias T(E).
x = np.linspace(-12, 12, 97)
weight = (x[1] - x[0]) / (4 * np.cosh(x / 2)**2)
assert abs(weight.sum() - 1) < 1e-4
for temperature in (300, 358):
    kT = sc.k * temperature / sc.e
    values = [recursive_transmission(EF + kT * q, strip, t) for q in x]
    print(f"{temperature} K: kT = {kT:.5f} eV, "
          f"thermal G/G0 = {np.dot(weight, values):.5f}")
window = EF + 0.1 * ((np.arange(20) + 0.5) / 20 - 0.5)
T_read = np.mean([recursive_transmission(E, strip, t) for E in window])
print(f"0.1 V read window: mean T = {T_read:.5f}")

print("every check passed")
```

Printed output:

```
hopping t at a = 0.1 nm: 3.8100 eV
lead rows N = 27, slices L = 41, neck rows = 9
sites in full matrix: 693
lead width 2.8 nm, neck width 1.0 nm
straight neck length 1.4 nm
Fermi energy 1.0 eV, oxide barrier above it 3.0 eV
lead thresholds 1-5 (eV): [0.0479 0.191  0.4276 0.7546 1.168 ]
neck thresholds 1-3 (eV): [0.3729 1.4553 3.1411]
lead self-energy, largest error / t: 7.5e-07
chain check: E = 12.0 eV, U = 5.0 eV, T = 0.655489
uniform strip, E =  0.3 eV: T = 2.00000000, modes = 2
uniform strip, E =  1.0 eV: T = 4.00000000, modes = 4
uniform strip, E =  2.0 eV: T = 6.00000000, modes = 6
uniform strip, E = 15.0 eV: T = 25.00000000, modes = 25
uniform strip, E = 29.5 eV: T = 4.00000000, modes = 4
uniform strip, largest deviation from integer: 1.5e-13
neck T by recursion:      0.9968878732
neck T by full inversion: 0.9968878732
largest relative difference, six necks: 6.7e-16
wave matching: T = 0.996888, R = 3.003112
transmission eigenvalues: 9.969e-01 1.083e-05 2.282e-14 1.309e-22
G0 = 77.4809 microsiemens
neck conductance = 77.240 microsiemens
neck, E = 0.3 eV: T = 0.01766
neck, E = 0.5 eV: T = 0.98658
neck, E = 0.7 eV: T = 0.98496
neck, E = 1.3 eV: T = 1.00162
neck, E = 1.8 eV: T = 1.89682
neck, E = 2.5 eV: T = 1.99727
neck 0.4 nm: T hard = 1.4201e-08, T oxide walls = 1.6457e-02
neck 0.6 nm: T hard = 5.2702e-02, T oxide walls = 9.6138e-01
neck 0.8 nm: T hard = 9.9189e-01, T oxide walls = 9.9845e-01
neck 1.0 nm: T hard = 9.9689e-01, T oxide walls = 1.0307e+00
neck 1.2 nm: T hard = 1.0589e+00, T oxide walls = 1.8986e+00
neck 1.4 nm: T hard = 1.9036e+00, T oxide walls = 1.9939e+00
finer lattice: T(0.05 nm) = 0.99784, T(0.025 nm) = 0.99810
circular neck, continuum threshold: 0.8814 eV
circular neck, adiabatic estimate: T = 0.99536
effective mass 0.5 m_e: T = 0.98658
trap 1.0 nm from axis, relative permittivity 3.9: bare shift on axis 0.3692 eV
trapped electron, bare: T = 0.99397
trapped electron, screened over 1 nm: T = 0.99964
300 K: kT = 0.02585 eV, thermal G/G0 = 0.99699
358 K: kT = 0.03085 eV, thermal G/G0 = 0.99704
0.1 V read window: mean T = 0.99693
every check passed
```
